# Vacuum field of quasistatic surface phonon polaritons, derived two ways: a program that tests the result

```python
"""Quasistatic surface phonon polaritons of a polar half-space (z < 0).

Result under test, Gaussian electrostatics, Rydberg units (hbar=1, e^2=2):
  surface frequency  w_s : eps(w_s) = -1
  mode potential     g_q^2 = 2 pi w_s K / (q A),
                     K = (eps_0 - eps_inf)/((eps_0 + 1)(eps_inf + 1))
  vacuum variance    <E^2> = w_s K / (2 z^3)
  spectral density   J(w,z) = Im[(eps-1)/(eps+1)] / (2 pi z^3)
Here q is the in-plane wavevector, A the quantization area, z the height
above the surface, and J is one-sided: its integral over w > 0 is <E^2>.
Forces eE are in Ry/bohr.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson

E2 = 2.0
C_LIGHT = 2.0 / const.fine_structure
RY_EV = const.physical_constants["Rydberg constant times hc in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]

# Round model parameters
w_to, w_lo, eps_inf, gamma = 0.0070, 0.0085, 4.0, 8.0e-5
z0 = 100.0
side = 4000.0
area = side**2
q0 = 2 * np.pi * 6 / side

strength = eps_inf * (w_lo**2 - w_to**2)     # equals 4 pi b^2


def permittivity(w, loss):
    return eps_inf + strength / (w_to**2 - w**2 - 1j * loss * w)


def reflection(w, loss):
    eps = permittivity(w, loss)
    return (eps - 1) / (eps + 1)


# Derived formulas
eps_0 = eps_inf * w_lo**2 / w_to**2
w_s = np.sqrt((eps_inf * w_lo**2 + w_to**2) / (eps_inf + 1))
K = (eps_0 - eps_inf) / ((eps_0 + 1) * (eps_inf + 1))


def g_squared(q):
    return 2 * np.pi * w_s * K / (q * area)


def field_variance(z):
    return w_s * K / (2 * z**3)


assert abs(permittivity(w_s, 0.0) + 1) < 1e-10


# TEST 1: diagonalize the lattice dynamics of a thick slab at fixed q.
# Lattice displacements are constant in each cell; the potential is
# piecewise linear and is eliminated through the discrete Gauss law.
def slab_modes(q, qh=0.04, n_slab=300, n_vac=50, n_probe=25):
    h = qh / q
    n_nodes = n_slab + n_vac + 1
    gauss = np.zeros((n_nodes, n_nodes))
    couple = np.zeros((2 * n_slab, n_nodes))
    for j in range(n_slab + n_vac):
        eps = eps_inf if j < n_slab else 1.0
        block = np.array([[1, -1], [-1, 1]]) / h
        block = block + q**2 * h / 6 * np.array([[2, 1], [1, 2]])
        gauss[j:j + 2, j:j + 2] += eps * block
        if j < n_slab:
            couple[2 * j, j:j + 2] = q * np.sqrt(h) / 2
            couple[2 * j + 1, j:j + 2] = np.array([-1, 1]) / np.sqrt(h)
    gauss[0, 0] += q          # decaying vacuum potential beyond both ends
    gauss[-1, -1] += q
    response = np.linalg.solve(gauss, couple.T)
    dynamical = w_to**2 * np.eye(2 * n_slab) + strength * couple @ response
    w2, vec = np.linalg.eigh((dynamical + dynamical.T) / 2)
    freq = np.sqrt(w2)
    probe = response[n_slab + n_probe] @ vec
    phi2 = 4 * np.pi * strength * probe**2 / (2 * freq)
    return freq, phi2, n_probe * h


freq, phi2, z_probe = slab_modes(q0)
is_surface = np.abs(freq - w_s) < 1.0e-4
slab_ws = freq[is_surface].mean()
slab_phi2 = phi2.sum()
formula_phi2 = area * g_squared(q0) * np.exp(-2 * q0 * z_probe)
slab_ratio = slab_phi2 / formula_phi2
surface_share = phi2[is_surface].sum() / slab_phi2
assert is_surface.sum() == 2                 # one mode on each slab face
assert abs(slab_ws / w_s - 1) < 1e-3         # grid error of order (q h)^2
assert abs(slab_ratio - 1) < 2e-3
assert surface_share > 0.998

# TEST 2: dispersive electric energy of one vacuum mode is w_s/2.
dw = 1e-5 * w_s
slope = ((w_s + dw) * permittivity(w_s + dw, 0.0).real
         - (w_s - dw) * permittivity(w_s - dw, 0.0).real) / (2 * dw)
decay_integral = quad(lambda s: np.exp(-2 * s), 0, np.inf)[0] / q0
mode_energy = (area * 2 * q0**2 * g_squared(q0) * decay_integral
               * (slope + 1) / (8 * np.pi))
assert abs(mode_energy / (w_s / 2) - 1) < 1e-6

# TEST 3: explicit sum over the modes of the periodic area.
n = np.arange(-150, 151)
qx, qy = np.meshgrid(2 * np.pi * n / side, 2 * np.pi * n / side)
q = np.hypot(qx, qy)
keep = q > 0
qx, q = qx[keep], q[keep]
weight = g_squared(q) * np.exp(-2 * q * z0)
sum_x, sum_z = np.sum(qx**2 * weight), np.sum(q**2 * weight)
sum_ratio = (2 * sum_x + sum_z) / field_variance(z0)
assert abs(sum_ratio - 1) < 1e-3             # finite area, order (2z/L)^3
assert abs(sum_x / (w_s * K / (8 * z0**3)) - 1) < 1e-3
assert abs(sum_z / (w_s * K / (4 * z0**3)) - 1) < 1e-3


# TEST 4: frequency integral of the lossy response.
def integrated_ratio(loss):
    def f(x):
        return reflection(x * w_s, loss).imag * w_s
    width = loss / w_s
    cuts = [0, 0.5, 1 - 10 * width, 1, 1 + 10 * width, 2]
    total = sum(quad(f, a, b, epsabs=1e-13, epsrel=1e-9, limit=300)[0]
                for a, b in zip(cuts[:-1], cuts[1:]))
    total += quad(f, 2, np.inf, epsabs=1e-13, epsrel=1e-9, limit=300)[0]
    return total / (2 * np.pi * z0**3) / field_variance(z0)


def damped_factor(loss):
    w1 = np.sqrt(w_s**2 - loss**2 / 4)
    return 2 * w_s / (np.pi * w1) * np.arccos(loss / (2 * w_s))


loss_ratio = integrated_ratio(gamma)
assert abs(loss_ratio - damped_factor(gamma)) < 1e-6
assert abs(integrated_ratio(4 * gamma) - damped_factor(4 * gamma)) < 1e-6
assert abs(integrated_ratio(gamma / 20) - 1) < 1e-3


# TEST 5: retarded reflected field of a dipole, trace over directions.
def scattered_trace(eps, k0, z):
    def kernel(kap):
        kap_in = np.sqrt(kap**2 + k0**2 * (1 - eps))
        r_p = (eps * kap - kap_in) / (eps * kap + kap_in)
        r_s = (kap - kap_in) / (kap + kap_in)
        return (2 * kap**2 + k0**2) * r_p + k0**2 * r_s
    log_t = np.linspace(np.log(1e-7), np.log(40.0), 40001)
    t = np.exp(log_t)
    evanescent = simpson(kernel(t / z) * np.exp(-2 * t) * t / z, x=log_t)
    x, wt = np.polynomial.legendre.leggauss(400)
    p = k0 * (x + 1) / 2
    wave = kernel(-1j * p) * np.exp(2j * p * z)
    return evanescent + 1j * np.sum(wt * wave) * k0 / 2


# Near a perfect mirror the tangential field vanishes and the normal field
# variance doubles: the reflected part of the trace is -(2/3) k0^3.
mirror = scattered_trace(1e16j, 1.0, 0.05).imag
assert abs(mirror + 2 / 3) < 1e-2

k_s = w_s / C_LIGHT
eps_s = permittivity(w_s, gamma)
im_r = reflection(w_s, gamma).imag
assert abs(im_r / (2 * K * w_s / gamma) - 1) < 1e-9
heights = [100.0, 1000.0, 10000.0, 30000.0]
retarded = [scattered_trace(eps_s, k_s, z).imag for z in heights]
ratios = [val * 2 * z**3 / im_r for val, z in zip(retarded, heights)]
next_val = scattered_trace(eps_s, k_s, 2 * z0).imag
exponent = np.log(next_val / retarded[0]) / np.log(2)
assert abs(ratios[0] - 1) < 2e-3
assert abs(exponent + 3) < 2e-3
assert ratios[-1] < 0.9                     # the quasistatic law fails here

# Worked example
mode_surface = np.sqrt(E2 * 2 * q0**2 * g_squared(q0))
mode_height = mode_surface * np.exp(-q0 * z0)
rms_force = np.sqrt(E2 * field_variance(z0))
to_volt_per_m = RY_EV / BOHR
density = E2 * im_r / (2 * np.pi * z0**3)
free_density = E2 * 2 * k_s**3 / np.pi

print("INPUTS")
print(f"transverse phonon energy        {w_to:.4f} Ry")
print(f"longitudinal phonon energy      {w_lo:.4f} Ry")
print(f"eps_inf                         {eps_inf:.1f}")
print(f"damping gamma                   {gamma:.1e} Ry")
print(f"height z                        {z0:.0f} bohr")
print(f"side of periodic area           {side:.0f} bohr")
print(f"wavevector q of sample mode     {q0:.6f} 1/bohr")
print("SURFACE MODE")
print(f"static permittivity eps_0       {eps_0:.4f}")
print(f"surface energy w_s              {w_s:.6f} Ry")
print(f"surface energy, converted       {w_s * RY_EV * 1e3:.2f} meV")
print(f"coupling constant K             {K:.5f}")
print(f"speed of light                  {C_LIGHT:.3f} bohr Ry/hbar")
print(f"length c/w_s                    {1 / k_s:.0f} bohr")
print("VACUUM FIELD")
print(f"one-mode rms eE at z=0          {mode_surface:.4e} Ry/bohr")
print(f"one-mode rms eE at height z     {mode_height:.4e} Ry/bohr")
print(f"all-mode rms eE at height z     {rms_force:.4e} Ry/bohr")
print(f"all-mode rms E, converted       {rms_force * to_volt_per_m:.3e} V/m")
print("SPECTRAL DENSITY AT w_s")
print(f"Im eps(w_s)                     {eps_s.imag:.4f}")
print(f"Im r(w_s)                       {im_r:.4f}")
print(f"e^2 J at height z               {density:.4e} Ry/bohr^2")
print(f"e^2 J of free space             {free_density:.4e} Ry/bohr^2")
print(f"surface / free-space density    {density / free_density:.3e}")
print("TESTS")
print(f"slab surface energy             {slab_ws:.6f} Ry")
print(f"slab / formula potential^2      {slab_ratio:.6f}")
print(f"surface-mode share outside      {surface_share:.6f}")
print(f"mode energy / (w_s/2)           {mode_energy / (w_s / 2):.8f}")
print(f"mode sum / formula              {sum_ratio:.6f}")
print(f"lossy / lossless variance       {loss_ratio:.6f}")
print(f"mirror trace / k0^3             {mirror:.5f}")
for z, ratio in zip(heights, ratios):
    print(f"retarded / z^-3 law, z={z:6.0f} bohr  {ratio:.5f}")
print(f"retarded exponent, 100-200 bohr {exponent:.5f}")
print("ALL CHECKS PASSED")
```

Output:

```
INPUTS
transverse phonon energy        0.0070 Ry
longitudinal phonon energy      0.0085 Ry
eps_inf                         4.0
damping gamma                   8.0e-05 Ry
height z                        100 bohr
side of periodic area           4000 bohr
wavevector q of sample mode     0.009425 1/bohr
SURFACE MODE
static permittivity eps_0       5.8980
surface energy w_s              0.008222 Ry
surface energy, converted       111.86 meV
coupling constant K             0.05503
speed of light                  274.072 bohr Ry/hbar
length c/w_s                    33334 bohr
VACUUM FIELD
one-mode rms eE at z=0          2.5881e-06 Ry/bohr
one-mode rms eE at height z     1.0085e-06 Ry/bohr
all-mode rms eE at height z     2.1271e-05 Ry/bohr
all-mode rms E, converted       5.469e+06 V/m
SPECTRAL DENSITY AT w_s
Im eps(w_s)                     0.1766
Im r(w_s)                       11.3112
e^2 J at height z               3.6005e-06 Ry/bohr^2
e^2 J of free space             3.4374e-14 Ry/bohr^2
surface / free-space density    1.047e+08
TESTS
slab surface energy             0.008222 Ry
slab / formula potential^2      0.999751
surface-mode share outside      1.000000
mode energy / (w_s/2)           1.00000000
mode sum / formula              0.999439
lossy / lossless variance       0.996915
mirror trace / k0^3             -0.66466
retarded / z^-3 law, z=   100 bohr  1.00003
retarded / z^-3 law, z=  1000 bohr  1.00140
retarded / z^-3 law, z= 10000 bohr  0.86129
retarded / z^-3 law, z= 30000 bohr  0.32936
retarded exponent, 100-200 bohr -2.99989
ALL CHECKS PASSED
```
